Permeation time lag of a stack of barriers and polymer interlayers

A moisture-sensitive device is covered with a thin oxide film that lets a little water vapour through. One film is not enough, so several are deposited, with a polymer layer between each pair. In the simplest picture, five equal films pass in the steady state one fifth of the flux of one film, and the polymer, which is very permeable, adds almost no resistance (section 10 gives the limits of this picture). Yet after such a stack is first exposed to humid air, the flux at the device can stay well below its steady value for weeks. The polymer must first fill with water, and it fills through the barriers. How long is the delay, and how does it grow with the number of barriers?

1. Setting and conventions

The stack is wide, so vapour crosses it from face to face and ingress at the edges is left out. There are n barriers, numbered from the humid side. Each has resistance r, defined by

flux = (pressure difference)/r,

where flux is mass per area and time. Between barriers i and i+1 lies interlayer i, so there are n − 1 interlayers. Each is at one uniform vapour pressure p_i and holds the mass per area

w_i = c p_i.

This is linear (Henry) sorption, and c is the capacity. For now the barriers store nothing.

At t = 0 the stack is empty. From then on the humid face is held at p_0 and the device face at p_n = 0: the device is a perfect sink. A polymer coat on an outer face, if its resistance is negligible, sits at one of these fixed pressures and does not affect the flux through the barriers. That is why n − 1 polymer layers count.

Let Q(t) be the mass per area that has reached the device. At late times it follows a straight line,

Q(t) → J (t − L),

where J is the steady flux. The intercept L on the time axis is the time lag. It describes the late line and does not mean that nothing arrives before t = L.

2. The simplest cases: one barrier, then two

With one barrier there is no interlayer. The flux is p_0/r from the start, so L = 0.

With two barriers there is one interlayer, at pressure p. It gains (p_0 − p)/r and loses p/r:

c dp/dt = (p_0 − p)/r − p/r = (p_0 − 2p)/r.

The steady value is p_0/2, and the solution that starts from zero is

p(t) = (p_0/2) [1 − exp(−2t/(rc))].

The outflow is p/r. Its integral from 0 to t is

Q(t) = (p_0/(2r)) { t − (rc/2) [1 − exp(−2t/(rc))] }.

When the exponential has died out, this is J(t − L) with

J = p_0/(2r),  L = rc/2.

The factor 1/2 has a plain origin: the interlayer exchanges vapour through two barriers at once, so its time constant is rc/2.

The early behaviour shows what the lag does not mean. For t much less than rc, expand the exponential to second order:

1 − exp(−2t/(rc)) ≈ 2t/(rc) − 2t²/(rc)².

The terms linear in t cancel in Q, which leaves

Q(t) ≈ p_0 t²/(2 r² c).

This is small but not zero. At t = L the exponential equals 1/e, so the outflow is 1 − 1/e = 0.63 of J, and the mass that has arrived is JL/e = 0.37 JL.

3. Any number of barriers

For larger n one could solve for all the pressures as sums of exponentials. The lag needs less than that. Let F_i be the flux through barrier i,

F_i = (p_{i−1} − p_i)/r,  i = 1, ..., n.

Interlayer i gains F_i and loses F_{i+1}:

dw_i/dt = F_i − F_{i+1},  i = 1, ..., n − 1.

The flux that reaches the device is F_n. The aim is a combination of these balances in which the inner fluxes appear only through their sum, because that sum is known: the pressure drops add up to p_0, so

F_1 + F_2 + ... + F_n = (p_0 − p_n)/r = p_0/r.

Weights that grow linearly with i do this. Multiply balance i by i/n and add:

Σ (i/n) dw_i/dt = Σ (i/n)(F_i − F_{i+1}),  i from 1 to n − 1.

Collect the coefficient of each flux on the right. For i = 1, ..., n − 1 the flux F_i enters with +i/n from its own balance and with −(i − 1)/n from the one before, which makes 1/n. The last flux F_n enters only through balance n − 1, with −(n − 1)/n = 1/n − 1. Therefore

Σ (i/n) dw_i/dt = (1/n)(F_1 + ... + F_n) − F_n = p_0/(nr) − F_n.

The first term on the right is the steady flux J = p_0/(nr). Integrating from 0 to t gives

Q(t) = J t − Σ (i/n) [w_i(t) − w_i(0)].   (A)

This holds at every time, not just late. The derivation did not use w_i = c p_i, so (A) also holds for other sorption laws, as long as r is constant.

The weight has a physical meaning. Suppose the humid side is held at zero pressure instead, and the stack starts with some content. Then J = 0, the stack finally empties, and (A) gives Q = Σ (i/n) w_i(0). So i/n is the share of the content of interlayer i that leaves on the device side. Near the humid face most of it goes back out; near the device most of it goes in.

4. The late state and the sum

In the steady state all F_i are equal, so the pressure falls by the same step at each barrier:

p_i = p_0 (1 − i/n).

The stack does approach this state. Let u_i be the deviation of p_i from it, with u_0 = u_n = 0. The balances are linear, so

rc du_i/dt = (u_{i+1} − u_i) − (u_i − u_{i−1}).

Multiply by u_i and sum over the interlayers. Each difference u_i − u_{i−1} is then multiplied by −u_i and by +u_{i−1}, so

(rc/2) d/dt Σ u_i² = −Σ (u_i − u_{i−1})²,  the right-hand sum running from 1 to n.

The right side is negative unless all differences vanish, and with zero ends that means all u_i = 0. The deviations die out.

For an initially empty stack, (A) at late times therefore reads

Q(t) → J t − Σ (i/n) c p_0 (1 − i/n).

Comparison with J(t − L) gives

L = (1/J) Σ (i/n) c p_0 (1 − i/n)
  = (nr/p_0) (c p_0/n²) Σ i(n − i)
  = (rc/n) Σ i(n − i).

The sum needs Σ i = n(n − 1)/2 and Σ i² = (n − 1)n(2n − 1)/6, both up to n − 1:

Σ i(n − i) = n²(n − 1)/2 − (n − 1)n(2n − 1)/6
  = n(n − 1)[3n − (2n − 1)]/6
  = n(n − 1)(n + 1)/6.

Hence

L = rc (n² − 1)/6.

For n = 1 this gives 0 and for n = 2 it gives rc/2, as in section 2.

5. The limit of many layers

Let R = nr be the total resistance and C = (n − 1)c the total capacity. Then

L = rc(n − 1)(n + 1)/6 = RC (n + 1)/(6n).

For large n this tends to RC/6. A uniform slab of thickness ℓ, diffusivity D and solubility S has R = ℓ/(DS) and C = Sℓ, so RC/6 = ℓ²/(6D), the time lag of a uniform membrane. The finely divided stack behaves like one.

The same formula separates two questions. If identical barriers and interlayers are added, with r and c fixed, the lag grows as n² − 1: both the resistance and the stored mass increase. If instead R and C are fixed and merely divided more finely, the lag falls, from RC/4 at n = 2 towards RC/6. With two barriers all the polymer sits in the middle of the resistance, where the product of weight and pressure, (i/n)(1 − i/n), is largest.

6. Numbers for a water barrier

Take five barriers, each passing 1 mg/(m² day) under 20 Torr of water vapour at 298 K, and interlayers 1 µm thick that hold 10 mg/cm³ at that pressure. Then

r = 20 Torr / (1 mg/(m² day)) = 20 Torr m² day/mg.

The content 10 mg/cm³ is 10⁷ mg/m³. Times 10⁻⁶ m this is 10 mg/m², so

c = (10 mg/m²)/(20 Torr) = 0.50 mg/(m² Torr),
rc = 10 day.

In the steady state the interlayers are at 16, 12, 8 and 4 Torr and hold 8, 6, 4 and 2 mg/m². The weights 1/5, 2/5, 3/5 and 4/5 turn these contents into 1.6, 2.4, 2.4 and 1.6 mg/m², together 8.0 mg/m². The steady flux is 1/5 = 0.20 mg/(m² day), so

L = 8.0/0.20 = 40 day = 960 h,

which agrees with 10 × (25 − 1)/6.

Numerical integration of the balances, with the lag read from the late outflow, gives 0, 5.0, 13.3, 40.0 and 105.0 day for n = 1, 2, 3, 5 and 8, as the formula does. Going from five to eight barriers lowers the steady flux by a factor of 1.6 and lengthens the lag by a factor of 2.6.

At t = L the outflow of the five-barrier stack is already 0.61 of its steady value, and 2.05 mg/m² has arrived. Equation (A) accounts for this amount: JL is 8.00 mg/m², and the weighted content has reached 5.95 of its final 8.00 mg/m². A device that tolerates less than about 2 mg/m² is therefore spent before the lag is over.

7. A stack that is not empty at the start

Suppose every interlayer starts at the pressure f p_0. In (A), w_i(0) = c f p_0 now counts. Since Σ i/n = (n − 1)/2, the late line is raised by c f p_0 (n − 1)/2. Dividing by J = p_0/(nr) gives the loss of lag:

L = rc [ (n² − 1)/6 − f n(n − 1)/2 ].

For f = 0 the earlier result returns. The lag vanishes when

f = (n² − 1)/(3n(n − 1)) = (n + 1)/(3n),

and for larger f it is negative: the stack then delivers more than J t, because it releases its own water into the device.

For n = 5 and 1 Torr of residual vapour, f = 0.05 and the loss is 10 × 0.05 × 10 = 5 day, which leaves 35 day. The lag vanishes at f = 0.4, or 8 Torr. A residue of 5 % of the outside pressure costs 12.5 % of the lag, so drying before the last barrier is deposited matters.

8. Curved sorption

Water uptake in a polymer can rise faster than linearly with vapour pressure. A simple law that keeps the content at p_0 fixed is

w = c p (1 − b + b p/p_0),  0 ≤ b < 1.

The steady pressures follow from equal fluxes through equal resistances, so they do not depend on the sorption law. With x_i = 1 − i/n, the late weighted content is

c p_0 Σ (i/n) [(1 − b) x_i + b x_i²].

The quadratic sum follows from symmetry. Replacing i by n − i turns Σ i(n − i)² into Σ i²(n − i), so the two are equal, and each is half of their sum:

Σ i(n − i)² = ½ Σ i(n − i)[(n − i) + i] = (n/2) Σ i(n − i).

Hence Σ (i/n) x_i² = ½ Σ (i/n) x_i, and the lag is multiplied by (1 − b) + b/2:

L = rc (n² − 1)/6 × (1 − b/2).

With b = 0.3 the 40 day become 34 day. At the same content at p_0, the partly filled layers hold less than linear sorption would give them, so there is less to fill.

9. Storage in the barriers

Let each barrier have its own capacity c_b, spread evenly through it. Measure position by s, which runs from 0 to n and grows by one across each barrier; the interlayers sit at s = 1, ..., n − 1. The flux is F = −(1/r) ∂p/∂s, and the barrier content per unit s, w_b = c_b p, obeys ∂w_b/∂t = −∂F/∂s. Multiply by s/n and integrate by parts over each barrier:

∫ (s/n) ∂w_b/∂t ds = −[(s/n) F] + (1/n) ∫ F ds.

Add the barriers. The last terms give p_0/(nr) = J. The bracket at s = n gives −F(n), the outflow with a minus sign. At each interlayer the flux drops by dw_i/dt, so the brackets there add up to −(i/n) dw_i/dt. The result is the differential form of (A), with barrier storage added to the weighted content. In the steady state that extra storage is

∫ (s/n) c_b p_0 (1 − s/n) ds = c_b p_0 n/6,  s from 0 to n,

and division by J gives

L = rc (n² − 1)/6 + r c_b n²/6.

With c = 0 this is the uniform membrane again: its total resistance is nr, its total capacity n c_b, and one sixth of their product is the second term.

Suppose the oxide is 50 nm thick and holds as much water per volume as the polymer. Then c_b/c = 0.05, and the second term is 0.5 × 25/6 = 2.1 day. The full lag is 42.1 day. The same five barriers without interlayers would have a lag of 2.1 day and, in this model, the same steady flux. In this model, with these numbers, the polymer supplies the delay and the barriers the resistance.

10. Is the polymer resistance negligible?

Straight across the layer it is. The polymer has solubility S = c/ℓ, so its resistance is ℓ/(DS) = ℓ²/(Dc). With D = 10⁻⁸ cm²/s this is 1.2 × 10⁻⁶ of r.

The route through a real stack is longer. Oxide films leak mainly at small defects, and a defect in one film seldom lies above a defect in the next. Vapour must spread sideways through the thin polymer. Let each defect feed a disc of radius B, from which a uniform flux F passes on. The sheet conductance of the polymer is G = DSℓ = Dc. The flow through a circle of radius ρ must supply the area outside it:

2πρ G (−dp/dρ) = F π (B² − ρ²).

Integrate from an inner radius a:

p(a) − p(ρ) = (F/(2G)) [B² ln(ρ/a) − (ρ² − a²)/2].

Average over the disc for a much less than B. The mean of ln(ρ/a) is ln(B/a) − 1/2, and the mean of ρ²/2 is B²/4. The mean drop per unit flux is

r_s = (B²/(2G)) [ln(B/a) − 3/4].

For a I take the polymer thickness, since the flow nearer the defect is three-dimensional and is counted in r. This is an estimate, but a enters only through a logarithm: at B = 100 µm, doubling it lowers r_s by about a fifth. Summing the images of a point source in the two faces of the layer shows that the value matching the near part given below is a ≈ 2.25 ℓ, which lowers r_s from 0.022 r to 0.018 r and leaves the lag found below at about 41 day. It also requires r to be the resistance of a film in contact with polymer, not of a bare film. For a round defect of radius b much less than ℓ, the near part adds about πB²/(4DSb) per face. With B = 100 µm and b = 50 nm this is 0.18 r, more than the spreading resistance found below. If the defects are open pinholes, vapour passes the hole itself so easily that nearly all of the film's resistance is this near part, which lies in the polymer. Pinholes of 50 nm radius would give a film only 0.36 r from its two faces; the r of the example corresponds to b ≈ 18 nm. An end barrier with a bare outer face then has only about half the resistance of an inner one, and the formula for unequal resistances below is needed. With both end barriers halved it gives a lag of 27.5 day in place of 40, and the steady flux is 0.25 in place of 0.20 mg/(m² day).

For B = 100 µm, or about 30 defects per mm², r_s is about 0.02 r. It applies once at each barrier face that touches polymer, if the defects are evenly spaced within each film and their positions in neighbouring films are unrelated. Randomly scattered defects leave larger gaps and give a higher resistance: for two films at the same mean density and the same a, about 0.035 r per face. With even spacing, the end barriers become r + r_s and the inner ones r + 2r_s. For unequal resistances the weight i/n in section 3 is replaced by U_i/R, where U_i is the resistance between the humid face and interlayer i. The coefficient of each F_i is then its own resistance divided by R, the pressure drops again add up to p_0, and the late pressures are p_0(1 − U_i/R). Hence

L = c Σ U_i (R − U_i)/R.

This gives about 41 day, some 3 % more than the 40 day without spreading. Spreading is over within about B²/D = 0.12 day, short beside rc = 10 day, so treating it as steady is justified.

Because r_s grows roughly as B², a film that has the same r with fewer, leakier defects changes the picture. At fixed r and a B of about 0.4 mm, or 2 defects per mm², the two faces of an inner barrier add about as much resistance as the barrier itself. The assumption of negligible spreading resistance then fails, although the resistance straight across is still tiny. For open pinholes this case needs a radius near 0.3 µm, no longer small beside ℓ, and the spreading time is about 2 day, so the figure is rough. If instead pinholes of fixed size are only made sparser, r itself grows as B² and the ratio 2r_s/r rises only with the logarithm, from 0.045 to 0.06 between B = 100 µm and 0.4 mm.

11. Beside a real encapsulation

The parameters are rough values in the regime of oxide/acrylate films for organic electronics. Single-film fluxes vary by orders of magnitude with the deposition, and the lag varies with them: at fixed c, a film that leaks ten times less gives a lag of 400 day. A rough target for organic light-emitting devices is 10⁻³ mg/(m² day). The example stack passes 0.2 in the steady state and averages about 0.05 over the first 40 day, so its delay does not make it adequate. Among the corrections listed in the output, with the inputs chosen there, a warming by 15 K changes the lag most. If rc has an activation energy of 0.6 eV, a rough assumption, it falls by a factor of 3.1 between 298 K and 313 K, and the lag drops from 40 to 13 day. Residual water and curved sorption each take off 5 to 6 day; barrier storage and sideways spreading add 1 to 2 day. Each figure is for one effect alone. The numerical output below lists them with their inputs. One effect outside that list is larger than all of them but the warming: if the films leak at open pinholes and both outer faces are bare, the lag falls to 27.5 day (section 10).

Table of computed values

```
INPUTS (rough values, oxide/acrylate water barrier)
number of barriers n: 5
outside vapour pressure p0: 20 Torr
flux through one barrier at p0: 1.0 mg/(m2 day)
interlayer thickness: 1.0 um
water in polymer at p0: 10 mg/cm3
RESULTS
barrier resistance r: 20.0 Torr m2 day/mg
interlayer capacity c: 0.50 mg/(m2 Torr)
product r c: 10.0 day
interlayer 1: p = 16.00 Torr, content = 8.00 mg/m2, weighted = 1.60 mg/m2
interlayer 2: p = 12.00 Torr, content = 6.00 mg/m2, weighted = 2.40 mg/m2
interlayer 3: p = 8.00 Torr, content = 4.00 mg/m2, weighted = 2.40 mg/m2
interlayer 4: p = 4.00 Torr, content = 2.00 mg/m2, weighted = 1.60 mg/m2
sum of weighted contents: 8.00 mg/m2
steady flux J: 0.200 mg/(m2 day)
time lag, formula: 40.00 day
time lag, simulation: 40.00 day
time lag, converted: 960 h
outflow at t = L, share of steady flux: 0.613
amount leaked by t = L: 2.05 mg/m2
steady flux times L: 8.00 mg/m2
n = 1: simulated lag 0.00 day, steady flux 1.000 mg/(m2 day)
n = 2: simulated lag 5.00 day, steady flux 0.500 mg/(m2 day)
n = 3: simulated lag 13.33 day, steady flux 0.333 mg/(m2 day)
n = 5: simulated lag 40.00 day, steady flux 0.200 mg/(m2 day)
n = 8: simulated lag 105.00 day, steady flux 0.125 mg/(m2 day)
NEGLECTED EFFECTS, each taken alone
residual vapour 1.0 Torr: lag 35.00 day
residual pressure that cancels the lag: 8.00 Torr
sorption curvature 0.3: lag 34.00 day
barrier thickness: 50 nm
barrier/interlayer capacity ratio: 0.050
lag with storage in barriers: 42.08 day
lag of the barriers without interlayers: 2.08 day
diffusivity in polymer: 1.0e-08 cm2/s
polymer resistance straight across / r: 1.2e-06
defect cell radius: 100 um
sideways resistance per barrier face / r: 0.0223
sideways spreading time: 0.116 day
lag with sideways resistance: 41.25 day
cell radius where two faces equal r: 405 um
activation energy of r c: 0.6 eV
r c falls from 298 K to 313 K by factor: 3.06
lag at 313 K: 13.1 day
```
